# Counting quarter-wave mirror pairs for 99.9 percent reflection: a program that tests the result

```python
"""Quarter-wave mirror: how many pairs give 99.9 percent reflectance?

Result under test: N pairs of quarter-wave layers (indices n_high, n_low)
between identical lossless media reflect R = tanh(N ln(n_high/n_low))**2
at normal incidence and at the design wavelength. For 3.5 and 3.0 the
smallest N with R >= 0.999 is 27.
Symbols: n_in, n_out = indices of incident and exit media; alpha = power
absorption coefficient; grade = length of a linear index ramp.
Lengths are in nm, and fields vary in time as exp(-i omega t).
"""
import cmath
import math
import numpy as np
from scipy.optimize import brentq

n_high, n_low = 3.5, 3.0
target = 0.999
wavelength = 980.0
n_clad = 3.5
alpha_cm = 5.0
grade_nm = 20.0
heating_K = 60.0
relative_index_rise_per_K = 7e-5
d_high = wavelength / (4 * n_high)
d_low = wavelength / (4 * n_low)


def abrupt_stack(pairs, low=n_low, high_first=True):
    """Quarter-wave layers as (index, thickness), incident side first."""
    pair = [(n_high, d_high), (low, wavelength / (4 * low))]
    return (pair if high_first else pair[::-1]) * pairs


def graded_stack(pairs, grade, slices=20):
    """Mirror in a high-index medium, every interface a linear ramp."""
    step = grade / slices
    down = [(n_high + (n_low - n_high) * (j + 0.5) / slices, step)
            for j in range(slices)]
    pair = ([(n_high, d_high - grade)] + down
            + [(n_low, d_low - grade)] + down[::-1])
    return pair * pairs


def solve_boundaries(layers, n_in, n_out, lam=wavelength):
    """Reflectance from continuity of E and dE/dz at all interfaces."""
    media = [(n_in, 0.0)] + layers + [(n_out, 0.0)]
    size = 2 * len(media)
    matrix = np.zeros((size, size), complex)
    source = np.zeros(size, complex)
    for i in range(len(media) - 1):
        n1, d1 = media[i]
        n2 = media[i + 1][0]
        phase = cmath.exp(2j * math.pi * n1 * d1 / lam)
        matrix[2 * i, 2 * i:2 * i + 4] = [phase, 1 / phase, -1, -1]
        matrix[2 * i + 1, 2 * i:2 * i + 4] = [
            n1 * phase, -n1 / phase, -n2, n2]
    matrix[-2, 0] = 1      # unit incident wave
    source[-2] = 1
    matrix[-1, -1] = 1     # nothing comes back from the exit side
    return abs(np.linalg.solve(matrix, source)[1]) ** 2


def propagate(layers, n_in, n_out, lam=wavelength, alpha=0.0, scale=1.0):
    """R and T by carrying E and dE/dz back from the exit side.

    alpha is in 1/cm; scale multiplies every real index (heating).
    """
    kappa = alpha * 1e-7 * lam / (4 * math.pi)
    n_in, n_out = n_in * scale, n_out * scale
    field, slope = 1.0 + 0j, 1j * n_out
    for index, thickness in reversed(layers):
        n = index * scale + 1j * kappa
        delta = 2 * math.pi * n * thickness / lam
        c, s = cmath.cos(delta), cmath.sin(delta)
        field, slope = c * field - s * slope / n, n * s * field + c * slope
    total = 1j * n_in * field + slope
    reflectance = abs((1j * n_in * field - slope) / total) ** 2
    transmittance = n_out / n_in * abs(2j * n_in / total) ** 2
    return reflectance, transmittance


def smallest_count(reflectance_of_pairs, largest=80):
    for pairs in range(1, largest + 1):
        if reflectance_of_pairs(pairs) >= target:
            return pairs
    raise ValueError("target not reached")


# Ideal mirror: closed formula against the full boundary problem
log_ratio = math.log(n_high / n_low)
needed_exponent = math.atanh(math.sqrt(target))
pairs_real = needed_exponent / log_ratio
pairs_needed = math.ceil(pairs_real)


def formula(pairs):
    return math.tanh(pairs * log_ratio) ** 2


for outer in (1.0, 1.5, 3.5):
    for order in (True, False):
        for pairs in (1, 5, 26, 27):
            direct = solve_boundaries(
                abrupt_stack(pairs, high_first=order), outer, outer)
            assert abs(direct - formula(pairs)) < 1e-10
direct_count = smallest_count(
    lambda p: solve_boundaries(abrupt_stack(p), n_clad, n_clad))
assert direct_count == pairs_needed == 27

# Layer propagation against the boundary problem, away from the centre too
for lam in (900.0, 980.0, 1005.0):
    stack = abrupt_stack(12)
    r_prop, t_prop = propagate(stack, 3.5, 1.0, lam)
    assert abs(r_prop - solve_boundaries(stack, 3.5, 1.0, lam)) < 1e-10
    assert abs(r_prop + t_prop - 1) < 1e-10

# High-reflectance approximation of the missing power
loss_approx = 4 * (n_low / n_high) ** (2 * pairs_needed)
loss_direct = 1 - solve_boundaries(
    abrupt_stack(pairs_needed), n_clad, n_clad)
assert abs(loss_approx / loss_direct - 1) < 1e-3

# Different media: air beyond the mirror, both layer orders
air_counts = {}
for order, sign in ((True, -1), (False, 1)):
    air_counts[order] = smallest_count(
        lambda p: propagate(abrupt_stack(p, high_first=order),
                            n_clad, 1.0)[0])
    predicted = (2 * needed_exponent - sign * math.log(n_clad)) / (
        2 * log_ratio)
    assert air_counts[order] == math.ceil(predicted)

# Largest low index for which 27 pairs still suffice
low_limit = n_high * math.exp(-needed_exponent / pairs_needed)
for change, enough in ((-5e-4, True), (5e-4, False)):
    value = solve_boundaries(
        abrupt_stack(pairs_needed, low=low_limit + change), n_clad, n_clad)
    assert (value >= target) == enough

# Absorption law, for three outer indices
contrast = n_high ** 2 - n_low ** 2


def absorbed_formula(alpha, outer):
    return alpha * 1e-7 * wavelength * outer / contrast


for outer in (1.0, 3.0, 3.5):
    r_loss, t_loss = propagate(
        abrupt_stack(40), outer, outer, alpha=alpha_cm)
    absorbed = 1 - r_loss - t_loss
    assert abs(absorbed / absorbed_formula(alpha_cm, outer) - 1) < 5e-3
absorbed_clad = absorbed_formula(alpha_cm, n_clad)
r_absorbing = propagate(
    abrupt_stack(pairs_needed), n_clad, n_clad, alpha=alpha_cm)[0]
count_absorbing = smallest_count(
    lambda p: propagate(abrupt_stack(p), n_clad, n_clad,
                        alpha=alpha_cm)[0])
assert count_absorbing == math.ceil(
    math.log(4 / (1 - target - absorbed_clad)) / (2 * log_ratio))
alpha_limit = (1 - target) / absorbed_formula(1.0, n_clad)
for factor, reachable in ((0.98, True), (1.02, False)):
    value = propagate(abrupt_stack(120), n_clad, n_clad,
                      alpha=factor * alpha_limit)[0]
    assert (value >= target) == reachable

# Graded interfaces
ramp_phase = math.pi * (n_high + n_low) * grade_nm / wavelength
grade_factor = math.sin(ramp_phase) / ramp_phase
r_graded = propagate(
    graded_stack(pairs_needed, grade_nm), n_clad, n_clad)[0]
r_finer = propagate(
    graded_stack(pairs_needed, grade_nm, 40), n_clad, n_clad)[0]
assert abs(r_graded - r_finer) < 2e-6
measured_factor = math.atanh(math.sqrt(r_finer)) / (
    pairs_needed * log_ratio)
assert abs(measured_factor - grade_factor) < 3e-3
count_graded = smallest_count(
    lambda p: propagate(graded_stack(p, grade_nm), n_clad, n_clad)[0])
assert count_graded == math.ceil(pairs_real / grade_factor)

# Detuning and heating at fixed laser wavelength


def excess(shift):
    return propagate(abrupt_stack(pairs_needed), n_clad, n_clad,
                     wavelength + shift)[0] - target


red_limit = brentq(excess, 0.0, 30.0)
blue_limit = brentq(excess, -30.0, 0.0)
heat_scale = 1 + relative_index_rise_per_K * heating_K
centre_shift = wavelength * (heat_scale - 1)
r_hot = propagate(abrupt_stack(pairs_needed), n_clad, n_clad,
                  scale=heat_scale)[0]
count_hot = smallest_count(
    lambda p: propagate(abrupt_stack(p), n_clad, n_clad,
                        scale=heat_scale)[0])


def all_effects(pairs):
    return propagate(graded_stack(pairs, grade_nm), n_clad, n_clad,
                     alpha=alpha_cm, scale=heat_scale)[0]


r_all = all_effects(pairs_needed)
count_all = smallest_count(all_effects)

print(f"high index, low index: {n_high}, {n_low}")
print(f"index of both outer media: {n_clad}")
print(f"target reflectance: {100 * target:.1f} percent")
print(f"design wavelength: {wavelength:.0f} nm")
print(f"high-index layer thickness: {d_high:.2f} nm")
print(f"low-index layer thickness: {d_low:.2f} nm")
print(f"square root of target: {math.sqrt(target):.7f}")
print(f"artanh of that root: {needed_exponent:.5f}")
print(f"ln(high index / low index): {log_ratio:.6f}")
print(f"continuous number of pairs: {pairs_real:.3f}")
print(f"whole pairs needed, ideal mirror: {pairs_needed}")
for pairs in (26, 27, 28):
    value = solve_boundaries(abrupt_stack(pairs), n_clad, n_clad)
    print(f"{pairs} pairs: R = {100 * value:.4f} percent, "
          f"1-R = {1e6 * (1 - value):.1f} ppm")
print(f"approximate 1-R, 27 pairs: {1e6 * loss_approx:.1f} ppm")
print(f"mirror thickness: {pairs_needed * (d_high + d_low):.0f} nm")
print(f"pairs, air beyond, high layer first: {air_counts[True]}")
print(f"pairs, air beyond, low layer first: {air_counts[False]}")
print(f"largest low index for 27 pairs: {low_limit:.5f}")
print(f"margin in low index: {low_limit - n_low:.5f}")
print(f"absorption coefficient: {alpha_cm:.1f} 1/cm")
print(f"absorbed power, formula: {1e6 * absorbed_clad:.1f} ppm")
print(f"R of 27 pairs with absorption: {100 * r_absorbing:.4f} percent")
print(f"pairs needed with absorption: {count_absorbing}")
print(f"absorption limit for target: {alpha_limit:.2f} 1/cm")
print(f"grading length: {grade_nm:.0f} nm")
print(f"grading factor, formula: {grade_factor:.4f}")
print(f"grading factor, computed: {measured_factor:.4f}")
print(f"R of 27 pairs with grading: {100 * r_graded:.4f} percent")
print(f"pairs needed with grading: {count_graded}")
print(f"detuning limit, longer wavelength: {red_limit:.2f} nm")
print(f"detuning limit, shorter wavelength: {blue_limit:.2f} nm")
print(f"heating: {heating_K:.0f} K")
print(f"relative index rise: {relative_index_rise_per_K:.1e} per K")
print(f"shift of mirror centre: {centre_shift:.2f} nm")
print(f"R of 27 pairs when heated: {100 * r_hot:.4f} percent")
print(f"pairs needed when heated: {count_hot}")
print(f"R of 27 pairs, all three effects: {100 * r_all:.4f} percent")
print(f"pairs needed, all three effects: {count_all}")
print("no test failed")
```

Printed output:

```
high index, low index: 3.5, 3.0
index of both outer media: 3.5
target reflectance: 99.9 percent
design wavelength: 980 nm
high-index layer thickness: 70.00 nm
low-index layer thickness: 81.67 nm
square root of target: 0.9994999
artanh of that root: 4.14677
ln(high index / low index): 0.154151
continuous number of pairs: 26.901
whole pairs needed, ideal mirror: 27
26 pairs: R = 99.8680 percent, 1-R = 1319.9 ppm
27 pairs: R = 99.9030 percent, 1-R = 969.9 ppm
28 pairs: R = 99.9287 percent, 1-R = 712.7 ppm
approximate 1-R, 27 pairs: 970.4 ppm
mirror thickness: 4095 nm
pairs, air beyond, high layer first: 31
pairs, air beyond, low layer first: 23
largest low index for 27 pairs: 3.00170
margin in low index: 0.00170
absorption coefficient: 5.0 1/cm
absorbed power, formula: 527.7 ppm
R of 27 pairs with absorption: 99.8503 percent
pairs needed with absorption: 30
absorption limit for target: 9.48 1/cm
grading length: 20 nm
grading factor, formula: 0.9713
grading factor, computed: 0.9713
R of 27 pairs with grading: 99.8767 percent
pairs needed with grading: 28
detuning limit, longer wavelength: 4.74 nm
detuning limit, shorter wavelength: -4.70 nm
heating: 60 K
relative index rise: 7.0e-05 per K
shift of mirror centre: 4.12 nm
R of 27 pairs when heated: 99.9007 percent
pairs needed when heated: 27
R of 27 pairs, all three effects: 99.8199 percent
pairs needed, all three effects: 31
no test failed
```
